\section*{Quantum Capacitance per Length of a Metallic Carbon Nanotube}

\section{Problem}

A long metallic carbon nanotube has four spin-valley channels: two spins in each of two valleys. Near the Fermi level its bands are straight lines with speed $v=8.0\times10^{5}\ \mathrm{m/s}$. The electrons are degenerate, so that $k_BT$ is small compared with $|\mu|$, where $\mu$ is the chemical potential measured from the band crossing. Calculate the quantum capacitance per length
\begin{equation}
C_Q=e^2\frac{dn}{d\mu},
\label{def}
\end{equation}
where $e>0$ is the elementary charge and $n$ is the number of electrons per length in excess of the neutral tube.

The definition can be read as an ordinary capacitance. Raising $\mu$ by $d\mu$ adds charge of magnitude $e\,dn$ per length and corresponds to a voltage $d\mu/e$. The ratio of the two is $e^2\,dn/d\mu$. The electrons are treated as independent of one another apart from the average electrostatic potential.

\section{A tempting wrong solution}

On a length $L$ with periodic boundary conditions, the allowed wavevectors are spaced by $2\pi/L$. A channel with $E=\hbar vk$ therefore has, per length and energy,
\begin{equation}
\frac{1}{2\pi}\frac{dk}{dE}=\frac{1}{2\pi\hbar v}=\frac{1}{hv}
\label{branch}
\end{equation}
states. There are four channels, so $dn/d\mu=4/(hv)$ and
\begin{equation}
C_{\rm wrong}=\frac{4e^2}{hv}
=\frac{4\,(1.6022\times10^{-19}\ \mathrm{C})^2}{5.3009\times10^{-28}\ \mathrm{J\,m}}
=1.937\times10^{-10}\ \mathrm{F/m}.
\end{equation}
The result seems to be supported by the ballistic conductance of such a tube, $4e^2/h$, which contains the same factor of four.

\section{Where it fails}

Equation (\ref{branch}) is correct for one straight line $E=\hbar vk$. The fault is to identify that line with a whole channel. All electrons on it move to the right, since their velocity is $\hbar^{-1}dE/dk=+v$.

Consider the state that the wrong solution fills. It has $n=4\mu/(hv)$ extra electrons per length, all moving at speed $v$, and hence a current of magnitude
\begin{equation}
I=evn=\frac{4e\mu}{h}=\frac{4e^2}{h}\,\frac{\mu}{e}.
\end{equation}
This is the current of a ballistic conductor under a bias $\mu/e$: right-movers are filled from a contact whose chemical potential has been raised, while left-movers are not. A capacitance refers to a different situation. The tube is in equilibrium, carries no net current, and has one chemical potential for both directions. The left-movers must be filled too.

The agreement with the conductance was therefore no support. Conductance counts the lines running in one direction, whereas equilibrium charge counts the lines in both. It remains to show that each channel does contain one line of each kind.

\section{Right solution}

\subsection{The lines in each valley}

Take a honeycomb lattice with bond length $b$, one orbital per atom at energy zero, and a hopping energy $-t$ between nearest neighbours. Let $\boldsymbol\delta_1,\boldsymbol\delta_2,\boldsymbol\delta_3$ be the three bond vectors from an atom, at $120^\circ$ to one another. Hopping connects the two sublattices, so the Bloch Hamiltonian has zero diagonal and off-diagonal elements $F$ and $F^*$, with
\begin{equation}
E=\pm|F|,\qquad F(\mathbf p)=-t\sum_{j=1}^{3}e^{i\mathbf p\cdot\boldsymbol\delta_j}.
\end{equation}
Three numbers of unit modulus add to zero only when their phases are $120^\circ$ apart. This can happen in two cyclic orders, which give two inequivalent wavevectors, $\mathbf K$ and $-\mathbf K$. These are the valleys.

Set $\mathbf p=\mathbf K+\mathbf q$ with $|\mathbf q|b\ll1$. The zeroth-order sum vanishes. Apart from a common phase, the first-order term is
\begin{equation}
F\simeq-it\sum_{j=0}^{2}e^{2\pi ij/3}\,b|\mathbf q|\cos\!\left(\frac{2\pi j}{3}+\alpha\right),
\end{equation}
where $\alpha$ depends on the direction of $\mathbf q$ (the bonds are numbered from zero here, in the order of their phases). Write the cosine as half the sum of two exponentials. The part with $e^{+2\pi ij/3}$ gives $\sum_j e^{4\pi ij/3}=0$. The part with $e^{-2\pi ij/3}$ cancels the phase factor and gives $3e^{-i\alpha}/2$. Thus
\begin{equation}
E=\pm\hbar v|\mathbf q|,\qquad \hbar v=\frac{3tb}{2}.
\label{cone}
\end{equation}
The other valley has the complex-conjugate phases and the same energies.

Now roll the sheet into a tube of radius $R$. The wavefunction must be single-valued around the circumference, which spaces the transverse wavevectors by $1/R$. The tube is metallic in this model when one of the allowed values passes through $\mathbf K$. The transverse part of $\mathbf q$ is then $m/R$ with integer $m$, and with $k$ the part along the axis,
\begin{equation}
E=\pm\hbar v\sqrt{k^2+\frac{m^2}{R^2}}.
\label{subbands}
\end{equation}
For $m=0$ this is $E=\pm\hbar v|k|$, which is the same set of states as the two straight lines $E=+\hbar vk$ and $E=-\hbar vk$. Each spin in each valley thus has one right-moving and one left-moving line.

\subsection{The capacitance}

Each line contributes $1/(hv)$, because the sign of its slope does not affect the number of states per energy. The total density of states per length is
\begin{equation}
D=\underbrace{2}_{\rm spins}\times\underbrace{2}_{\rm valleys}\times\underbrace{2}_{\rm directions}\times\frac{1}{hv}=\frac{8}{hv}.
\end{equation}
In the degenerate limit the states between $0$ and $\mu$ are filled, so $n=D\mu$. For negative $\mu$ the same expression gives a deficit of electrons. Equation (\ref{def}) becomes
\begin{equation}
\boxed{C_Q=\frac{8e^2}{hv}=\frac{4e^2}{\pi\hbar v}}
\label{result}
\end{equation}
where the second form follows from $h=2\pi\hbar$. Numerically,
\begin{align}
D&=\frac{8}{5.3009\times10^{-28}\ \mathrm{J\,m}}=1.5092\times10^{28}\ \mathrm{J^{-1}m^{-1}},\\
C_Q&=(1.6022\times10^{-19}\ \mathrm{C})^2D=3.874\times10^{-10}\ \mathrm{F/m}.
\end{align}
This equals $387.4\ \mathrm{aF/\mu m}$. One spin-valley channel, with both of its directions, supplies a quarter of it, $2e^2/(hv)=9.685\times10^{-11}\ \mathrm{F/m}$.

A slower band gives a larger capacitance, because its states lie closer together in energy and less energy is needed to add a given charge.

\section{Is degeneracy needed?}

At temperature $T$ the occupation is $f(E-\mu)$ with $f(x)=1/(e^{x/k_BT}+1)$. For straight lines extended to all energies, the excess over the neutral filling is
\begin{equation}
n=D\int_{-\infty}^{\infty}\left[f(E-\mu)-\theta(-E)\right]dE,
\end{equation}
where $\theta$ is the unit step. Add and subtract $\theta(\mu-E)$:
\begin{equation}
\frac nD=\int_{-\infty}^{\infty}\left[f(E-\mu)-\theta(\mu-E)\right]dE
+\int_{-\infty}^{\infty}\left[\theta(\mu-E)-\theta(-E)\right]dE.
\end{equation}
Since $f(x)+f(-x)=1$, the first bracket is odd about $E=\mu$: the electrons lifted above $\mu$ balance the vacancies below it. Its integral is zero. The second integral is $\mu$. Hence $n=D\mu$ at any temperature, and (\ref{result}) holds even for the neutral tube. Degeneracy is therefore not necessary; what matters is that only these lines lie in the thermally active range and that they are straight there.

As an illustration, take $\mu=0.01\ \mathrm{eV}$ at $300\ \mathrm K$, where $k_BT=0.02585\ \mathrm{eV}$ and the electrons are not degenerate. Numerical integration of the occupation over $k$ on one right-moving and one left-moving line, multiplied by four for the channels, gives $n=0.02418\ \mathrm{nm^{-1}}$, and $D\mu$ gives the same value to these digits.

\section{How far the straight lines reach}

\subsection{A tube built from atoms}

The limits can be seen in an armchair $(10,10)$ tube with $b=0.142\ \mathrm{nm}$. Its circumference runs along a bond direction, in which the lattice repeats after $3b$, and contains ten repeats:
\begin{equation}
R=\frac{10\times3b}{2\pi}=0.678\ \mathrm{nm}.
\end{equation}
Equation (\ref{cone}) fixes the hopping at $t=2\hbar v/(3b)=2.472\ \mathrm{eV}$. The Hamiltonian of the 40-atom repeat cell was diagonalized at 1200 axial wavevectors, the states were occupied with Fermi functions, and $dn/d\mu$ was taken as a central difference with steps of $1\ \mathrm{meV}$. The results are
\begin{align}
C_Q&=3.8763\times10^{-10}\ \mathrm{F/m}\quad(\mu=0.1\ \mathrm{eV},\ T=100\ \mathrm K),\\
C_Q&=3.8745\times10^{-10}\ \mathrm{F/m}\quad(\mu=0,\ T=300\ \mathrm K).
\end{align}
The last digit of the first value depends on the wavevector mesh: with 2400 or more wavevectors it settles at $3.8762\times10^{-10}\ \mathrm{F/m}$, while the second value does not change. Relative to (\ref{result}) they are higher by about $0.06\%$ and $0.01\%$.

The excess comes from the slight bending of the lines. For transverse wavevector zero, one bond is perpendicular to the axis and the other two have axial components $\pm\sqrt3\,b/2$. With $p$ the axial wavevector,
\begin{equation}
E=\pm t\left[1+2\cos\!\left(\frac{\sqrt3\,bp}{2}\right)\right].
\end{equation}
The bracket vanishes at $p=\pm4\pi/(3\sqrt3\,b)$, so both valleys lie on this allowed line and the tube is metallic. For the upper sign let $\epsilon=E/t$. The cosine is $(\epsilon-1)/2$, and the slope is
\begin{equation}
\left|\frac{dE}{dp}\right|=\sqrt3\,tb\sqrt{1-\frac{(\epsilon-1)^2}{4}}
=\hbar v\sqrt{1+\frac{2\epsilon}{3}-\frac{\epsilon^2}{3}}.
\end{equation}
The lower sign has $\epsilon\to-\epsilon$. The density of states contains the inverse slope. With $(1+x)^{-1/2}\simeq1-x/2+3x^2/8$, the inverse square root is
\begin{equation}
1-\frac{\epsilon}{3}+\frac{\epsilon^2}{6}+\frac38\,\frac{4\epsilon^2}{9}
=1-\frac{\epsilon}{3}+\frac{\epsilon^2}{3}
\end{equation}
to second order. The linear terms of the two bands cancel, leaving a relative correction $\epsilon^2/3$. At $\mu=0.1\ \mathrm{eV}$ it is $(0.1/2.472)^2/3\simeq0.05\%$. At $\mu=0$ the thermal average of $E^2$ with weight $-df/dE$ is $\pi^2(k_BT)^2/3$, which gives $\pi^2(k_BT/t)^2/9\simeq0.01\%$ at $300\ \mathrm K$. Both estimates have the size of the computed excess.

\subsection{The next subbands}

A much larger change occurs when the subbands with $m=\pm1$ begin to fill. By (\ref{subbands}) their edge is at
\begin{equation}
\Delta=\frac{\hbar v}{R}=0.777\ \mathrm{eV}.
\end{equation}
The diagonalization gives $0.764\ \mathrm{eV}$; the difference reflects the departure of the lattice bands from the cone (\ref{cone}).

Above the edge, $E^2=(\hbar vk)^2+\Delta^2$ gives
\begin{equation}
\frac{dk}{dE}=\frac{E}{\hbar v\sqrt{E^2-\Delta^2}}
\end{equation}
for positive $k$. Compared with a straight line, each state count is multiplied by $E/\sqrt{E^2-\Delta^2}$. There are two values of $m$, two spins, two valleys and two signs of $k$, hence 16 such contributions beside the original eight. At zero temperature, for $\Delta<\mu<2\Delta$,
\begin{equation}
\frac{C}{8e^2/(hv)}=1+\frac{2\mu}{\sqrt{\mu^2-\Delta^2}}.
\end{equation}
At $\mu=0.9\ \mathrm{eV}$ and $\Delta=0.777\ \mathrm{eV}$ this is about $5.0$. The lattice calculation at $300\ \mathrm K$ also gives $5.0$. The agreement is partly accidental. Inserting the lattice edge, $0.764\ \mathrm{eV}$, into the same zero-temperature formula gives $4.8$, and thermal smearing at $300\ \mathrm K$ raises the lattice value above that. Either way, (\ref{result}) is no longer usable there. Its range is set by the requirement that $\Delta-|\mu|$ be many times $k_BT$.

\subsection{Other limits}

Some deformations open a small gap $2\Delta_0$ at the crossing. In the nearest-neighbour model a twist does so in an armchair tube, while curvature and axial strain do not; in a metallic zigzag tube curvature and axial strain do. The same algebra then multiplies the zero-temperature result by $|\mu|/\sqrt{\mu^2-\Delta_0^2}$ outside the gap and gives zero inside it. Equation (\ref{result}) returns when $|\mu|\gg\Delta_0$.

A tube of finite length $L$ has discrete levels. With periodic boundary conditions those on one line are separated by $\hbar v(2\pi/L)=hv/L$. (Open ends give standing waves instead, with half this spacing within each band.) Each level contributes to $dn/d\mu$ a peak of the shape $-df/dE$, whose full width at half height is about $3.5\,k_BT$. The peaks therefore merge into a smooth capacitance once $k_BT$ is comparable with $hv/L$ or larger. Exchange and correlation between electrons would add further terms to $d\mu/dn$ and are left out here.

\section{What a gate sees}

Surround the tube with a coaxial metal gate of radius $R_g=7.0\ \mathrm{nm}$, filled with an insulator of relative permittivity $\kappa=4.0$. The insulator is taken to begin at the tube radius $R$; in a real device a thin empty layer next to the tube would make the gate capacitance smaller than the value found here, by about a third if the layer is $0.3\ \mathrm{nm}$ thick. A charge $\lambda$ per length produces the field $\lambda/(2\pi\epsilon_0\kappa r)$. Integrating it from $R$ to $R_g$ and dividing $\lambda$ by the resulting voltage gives
\begin{equation}
C_g=\frac{2\pi\epsilon_0\kappa}{\ln(R_g/R)}=9.532\times10^{-11}\ \mathrm{F/m}.
\end{equation}

Ground the tube, so that its electrochemical potential is zero, and neglect any work-function offset. If the electrostatic potential of the tube is $\phi$, its band crossing lies at energy $-e\phi$. The states are filled up to zero, hence $\mu=0-(-e\phi)=e\phi$. The gate carries the positive charge $en=C_g(V_G-\phi)$, and therefore
\begin{equation}
V_G=\frac{en}{C_g}+\frac{\mu}{e}.
\label{gate}
\end{equation}
Differentiation with respect to the charge $en$ gives the capacitance $C=e\,dn/dV_G$ between gate and ground:
\begin{equation}
\frac1C=\frac1{C_g}+\frac{1}{e^2}\frac{d\mu}{dn}=\frac1{C_g}+\frac1{C_Q}.
\end{equation}
The two capacitances act in series, and
\begin{equation}
C=\frac{C_gC_Q}{C_g+C_Q}=7.65\times10^{-11}\ \mathrm{F/m},
\end{equation}
which is $80\%$ of $C_g$. Because $C_Q$ is constant, $en=C_Q\mu/e$; inserting this in (\ref{gate}) and solving for $\mu$ gives, at $V_G=0.50\ \mathrm V$,
\begin{equation}
\mu=eV_G\frac{C_g}{C_g+C_Q}
=0.50\ \mathrm{eV}\times\frac{0.9532}{0.9532+3.874}=0.0987\ \mathrm{eV}.
\end{equation}
This is far below the next subband edge, so the use of (\ref{result}) is consistent.

About one fifth of the gate voltage moves the Fermi level through the bands, and the rest drops across the insulator. For $C_g\ll C_Q$ the insulator takes nearly all the voltage and the tube behaves like a classical metal wire. For $C_g\gg C_Q$ the chemical potential approaches $eV_G$. As long as this stays well below the next subband edge, the total capacitance approaches $C_Q$, and a better insulator brings little further charge. Filling the next subbands would raise the capacitance above its value in the linear range. In the present device, however, (\ref{gate}) puts their edge at a gate voltage of about $3.9\ \mathrm V$. The field at the tube surface, $(V_G-\mu/e)/[R\ln(R_g/R)]$, would then be about $2\ \mathrm{V/nm}$, twice the breakdown field usually quoted for silicon dioxide, roughly $1\ \mathrm{V/nm}$. The field falls as $1/r$: it stays above that value only within about $0.7\ \mathrm{nm}$ of the tube surface and averages $0.5\ \mathrm{V/nm}$ across the insulator. The comparison shows that the insulator next to the tube would be heavily stressed, but it does not settle whether the insulator would fail.

The missing factor of two would matter in this device. With $C_{\rm wrong}$ in place of $C_Q$, the series formula gives $6.39\times10^{-11}\ \mathrm{F/m}$, which is $16\%$ below the correct total, and the predicted Fermi-level shift becomes $0.165\ \mathrm{eV}$ instead of $0.099\ \mathrm{eV}$.
